# Exponential form factor for charged impurities displaced from a monolayer: verification in Python

```python
"""
Result under test: a charge Z at distance d from a screened sheet gives
    V_d(q) = 2 pi Z exp(-q d) / (kappa (q + q_s)),
and elastic Born scattering through theta is reduced, relative to d = 0, by
    exp(-4 k d sin(theta/2)).
Hartree atomic units. q: momentum transfer; k: Fermi wavenumber; m: mass;
g: degeneracy; eps1, eps2: permittivities on the impurity side and other side;
kappa: their mean; Pi: static polarizability; q_s = 2 pi Pi / kappa;
n_i: impurity density; tau_q, tau_tr: quantum and transport lifetimes.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.special import j0, jn_zeros

mass, degeneracy, charge = 0.5, 4, 1.0
eps1, eps2 = 4.0, 2.0
k_fermi, n_imp = 0.03, 1.0e-5
kappa = (eps1 + eps2) / 2
polarizability = degeneracy * mass / (2 * np.pi)
q_screen = 2 * np.pi * polarizability / kappa
nodes, weights = np.polynomial.legendre.leggauss(1000)


def integrate(function, low, high):
    x = low + (high - low) * (nodes + 1) / 2
    return (high - low) / 2 * np.sum(weights * function(x))


def potential(q, d):
    return 2 * np.pi * charge * np.exp(-q * d) / (kappa * (q + q_screen))


def transfer(theta):
    return 2 * k_fermi * np.sin(theta / 2)


def probability(theta, d):
    return potential(transfer(theta), d) ** 2


def rates(d):
    prefactor = n_imp * mass / np.pi
    quantum = integrate(lambda t: probability(t, d), 0, np.pi)
    transport = integrate(
        lambda t: probability(t, d) * (1 - np.cos(t)), 0, np.pi)
    return prefactor * quantum, prefactor * transport


# Radial Fourier transform of the bare potential, summed lobe by lobe.
# Repeated averaging accelerates the alternating partial sums.
def bare_transform(q, d):
    edges = np.concatenate(([0.0], jn_zeros(0, 60) / q))
    x, w = np.polynomial.legendre.leggauss(40)
    lobes = []
    for low, high in zip(edges[:-1], edges[1:]):
        r = low + (high - low) * (x + 1) / 2
        values = r * j0(q * r) / np.sqrt(r * r + d * d)
        lobes.append((high - low) / 2 * np.sum(w * values))
    sums = np.cumsum(lobes)[20:]
    while len(sums) > 1:
        sums = (sums[1:] + sums[:-1]) / 2
    return 2 * np.pi * sums[0]


for q, d in [(0.02, 20.0), (0.03, 40.0), (0.06, 40.0)]:
    expected = 2 * np.pi * np.exp(-q * d) / q
    assert np.isclose(bare_transform(q, d), expected, rtol=1e-6)


# Layered Poisson equation solved on a grid, with induced charge in the sheet.
def grid_potential(q, d, response):
    step, half = 0.25, 2400
    size = 2 * half + 1
    midpoints = (np.arange(size + 1) - half - 0.5) * step
    eps = np.where(midpoints > 0, eps1, eps2)
    left, right = eps[:-1], eps[1:]
    bands = np.zeros((3, size))
    bands[0, 1:] = -right[:-1] / step**2
    bands[1] = (left + right) * (1 / step**2 + q * q / 2)
    bands[2, :-1] = -left[1:] / step**2
    bands[1, half] += 4 * np.pi * response / step
    source = np.zeros(size)
    source[half + int(round(d / step))] = 4 * np.pi * charge / step
    return solve_banded((1, 1), bands, source)[half]


for q in (0.02, 0.06):
    for d in (0.0, 20.0, 40.0):
        bare = 2 * np.pi * charge * np.exp(-q * d) / (kappa * q)
        assert np.isclose(grid_potential(q, d, 0.0), bare, rtol=2e-4)
        screened = grid_potential(q, d, polarizability)
        assert np.isclose(screened, potential(q, d), rtol=2e-4)

# Fractional suppression from the grid electrostatics, not the closed potential.
test_angles = np.radians([30, 60, 90, 135, 180])
grid_ratios = []
for theta in test_angles:
    q = transfer(theta)
    ratio = (grid_potential(q, 40.0, polarizability)
             / grid_potential(q, 0.0, polarizability)) ** 2
    grid_ratios.append(ratio)
factor_40 = np.exp(-4 * k_fermi * 40 * np.sin(test_angles / 2))
assert np.allclose(grid_ratios, factor_40, rtol=5e-4)
assert np.all(np.diff(grid_ratios) < 0)


# Static polarizability: principal value along q, then quadrature across q.
def direct_polarizability(q):
    def strip(y):
        edge = np.sqrt(max(k_fermi**2 - y * y, 0.0))
        return np.log(abs((q + 2 * edge) / (q - 2 * edge)))
    split = np.sqrt(max(k_fermi**2 - q * q / 4, 0.0))
    total = quad(strip, split, k_fermi, epsabs=1e-11)[0]
    if split > 0:
        total += quad(strip, 0, split, epsabs=1e-11)[0]
    return degeneracy * mass / np.pi**2 * total / q


for fraction in (0.5, 1.0, 1.7):
    value = direct_polarizability(fraction * k_fermi)
    assert np.isclose(value, polarizability, rtol=1e-5)
pi_outside = direct_polarizability(3 * k_fermi) / polarizability
assert pi_outside < 0.5

# Golden-rule momentum sum on a Cartesian grid with a narrow Gaussian delta.
axis = np.linspace(-1.3 * k_fermi, 1.3 * k_fermi, 1600)
kx, ky = np.meshgrid(axis, axis)
k_final = np.hypot(kx, ky)
e_fermi = k_fermi**2 / (2 * mass)
width = 0.02 * e_fermi
offset = (k_final**2 / (2 * mass) - e_fermi) / width
delta = np.exp(-offset**2 / 2) / (width * np.sqrt(2 * np.pi))
q_grid = np.hypot(kx - k_fermi, ky)
terms = potential(q_grid, 40.0)**2 * delta
cell = (axis[1] - axis[0])**2 / (2 * np.pi)**2
sum_quantum = 2 * np.pi * n_imp * cell * np.sum(terms)
sum_transport = 2 * np.pi * n_imp * cell * np.sum(terms * (1 - kx / k_final))
# The finite energy width limits agreement to below one per cent.
assert np.allclose((sum_quantum, sum_transport), rates(40.0), rtol=0.01)

# Absolute loss: compare a grid maximum with the stationarity condition.
theta_grid = np.linspace(0.001, np.pi, 200001)
loss = probability(theta_grid, 0.0) - probability(theta_grid, 40.0)
peak_angle = theta_grid[np.argmax(loss)]
root = brentq(lambda x: np.exp(x) - 1 - q_screen * 40 - x / 2, 0.1, 10)
root_angle = 2 * np.arcsin(root / (4 * k_fermi * 40))
assert abs(peak_angle - root_angle) < 1e-4
assert peak_angle < np.pi
q_line = transfer(theta_grid)
bare_loss = (1 - np.exp(-2 * q_line * 40)) / q_line**2
assert np.argmax(bare_loss) == 0


# Change of the angular average with distance, and its covariance form.
def average(function, d):
    norm = integrate(lambda t: probability(t, d), 0, np.pi)
    return integrate(lambda t: function(t) * probability(t, d), 0, np.pi) / norm


def momentum_loss(theta):
    return 1 - np.cos(theta)


slope = (average(momentum_loss, 40.01) - average(momentum_loss, 39.99)) / 0.02
covariance = (average(lambda t: transfer(t) * momentum_loss(t), 40.0)
              - average(transfer, 40.0) * average(momentum_loss, 40.0))
assert np.isclose(slope, -2 * covariance, rtol=1e-5)
assert slope < 0
far = 5000.0
far_quantum, far_transport = rates(far)
far_scaled = far_quantum / far_transport / (2 * k_fermi * far)**2
assert abs(far_scaled - 1) < 2e-3


# Straight-path phase through the impurity centre, used to judge Born theory.
def born_phase(d):
    area = integrate(lambda q: potential(q, d), 0, 40 / d)
    return mass / (np.pi * k_fermi) * area


q_nodes = (nodes + 1) / 2
q_weights = weights / 2
spectrum = q_weights * q_nodes * potential(q_nodes, 40.0) / (2 * np.pi)
r_nodes = 800 * (nodes + 1)
real_potential = j0(np.outer(r_nodes, q_nodes)) @ spectrum
line_phase = 2 * mass / k_fermi * 800 * np.sum(weights * real_potential)
# The omitted long-range tail has relative size of a few parts in ten thousand.
assert np.isclose(line_phase, born_phase(40.0), rtol=2e-3)

bohr_nm = constants.physical_constants["Bohr radius"][0] * 1e9
time_fs = constants.physical_constants["atomic unit of time"][0] * 1e15
density = degeneracy * k_fermi**2 / (4 * np.pi)
print(f"mass = {mass:.2f} m_e; degeneracy = {degeneracy}; Z = {charge:.0f}")
print(f"eps1 = {eps1:.1f}; eps2 = {eps2:.1f}; kappa = {kappa:.1f}")
print(f"k_F = {k_fermi:.3f} bohr^-1; 2k_F = {2*k_fermi:.3f} bohr^-1")
print(f"electron density = {density:.4e} bohr^-2")
print(f"impurity density = {n_imp:.1e} bohr^-2")
print(f"Fermi energy = {e_fermi:.5f} hartree")
print(f"Pi = {polarizability:.5f} hartree^-1 bohr^-2")
print(f"q_s = {q_screen:.5f} bohr^-1")
print(f"Pi(3k_F)/Pi(0) = {pi_outside:.4f}")
previous_ratio = 0.0
for d in (0.0, 20.0, 40.0, 80.0):
    quantum, transport = rates(d)
    lifetime_ratio = quantum / transport
    assert lifetime_ratio > previous_ratio
    previous_ratio = lifetime_ratio
    factors = [probability(np.radians(a), d) / probability(np.radians(a), 0)
               for a in (30, 90, 180)]
    large = integrate(lambda t: probability(t, d), np.pi / 2, np.pi)
    total = integrate(lambda t: probability(t, d), 0, np.pi)
    print(f"d = {d:.0f} bohr; k_F d = {k_fermi*d:.2f}")
    print("  W_d/W_0 at 30, 90, 180 deg = "
          + ", ".join(f"{value:.5f}" for value in factors))
    print(f"  tau_q = {1/quantum:.5e} a.u.; tau_tr = {1/transport:.5e} a.u.")
    print(f"  tau_tr/tau_q = {lifetime_ratio:.4f}; "
          f"(2k_F d)^2 = {(2*k_fermi*d)**2:.4f}")
    print(f"  share beyond 90 deg = {100*large/total:.3f} percent")
    if d > 0:
        print(f"  Born phase estimate = {born_phase(d):.4f} rad")
quantum_40, transport_40 = rates(40.0)
cone = 2 * np.arcsin(1 / (4 * k_fermi * 40))
print(f"d = 40 bohr = {40*bohr_nm:.4f} nm")
print(f"1/e angle at d = 40 bohr = {np.degrees(cone):.2f} deg")
print(f"greatest absolute loss at d = 40 bohr: {np.degrees(peak_angle):.2f} deg")
print(f"tau_q at d = 40 bohr = {time_fs/quantum_40:.2f} fs")
print(f"tau_tr at d = 40 bohr = {time_fs/transport_40:.2f} fs")
print(f"far-distance check: d = {far:.0f} bohr, "
      f"(tau_tr/tau_q)/(2k_F d)^2 = {far_scaled:.6f}")
print("verified")
```

Output:

```
mass = 0.50 m_e; degeneracy = 4; Z = 1
eps1 = 4.0; eps2 = 2.0; kappa = 3.0
k_F = 0.030 bohr^-1; 2k_F = 0.060 bohr^-1
electron density = 2.8648e-04 bohr^-2
impurity density = 1.0e-05 bohr^-2
Fermi energy = 0.00090 hartree
Pi = 0.31831 hartree^-1 bohr^-2
q_s = 0.66667 bohr^-1
Pi(3k_F)/Pi(0) = 0.2546
d = 0 bohr; k_F d = 0.00
  W_d/W_0 at 30, 90, 180 deg = 1.00000, 1.00000, 1.00000
  tau_q = 2.26054e+04 a.u.; tau_tr = 2.34637e+04 a.u.
  tau_tr/tau_q = 1.0380; (2k_F d)^2 = 0.0000
  share beyond 90 deg = 47.736 percent
d = 20 bohr; k_F d = 0.60
  W_d/W_0 at 30, 90, 180 deg = 0.53732, 0.18322, 0.09072
  tau_q = 7.48600e+04 a.u.; tau_tr = 1.59407e+05 a.u.
  tau_tr/tau_q = 2.1294; (2k_F d)^2 = 1.4400
  share beyond 90 deg = 18.705 percent
  Born phase estimate = 0.7786 rad
d = 40 bohr; k_F d = 1.20
  W_d/W_0 at 30, 90, 180 deg = 0.28871, 0.03357, 0.00823
  tau_q = 1.50507e+05 a.u.; tau_tr = 8.00359e+05 a.u.
  tau_tr/tau_q = 5.3178; (2k_F d)^2 = 5.7600
  share beyond 90 deg = 4.674 percent
  Born phase estimate = 0.4021 rad
d = 80 bohr; k_F d = 2.40
  W_d/W_0 at 30, 90, 180 deg = 0.08335, 0.00113, 0.00007
  tau_q = 3.07606e+05 a.u.; tau_tr = 6.84509e+06 a.u.
  tau_tr/tau_q = 22.2528; (2k_F d)^2 = 23.0400
  share beyond 90 deg = 0.171 percent
  Born phase estimate = 0.2046 rad
d = 40 bohr = 2.1167 nm
1/e angle at d = 40 bohr = 24.05 deg
greatest absolute loss at d = 40 bohr: 89.51 deg
tau_q at d = 40 bohr = 3640.59 fs
tau_tr at d = 40 bohr = 19359.75 fs
far-distance check: d = 5000 bohr, (tau_tr/tau_q)/(2k_F d)^2 = 1.000586
verified
```
